# Spin contamination of a UHF determinant from overlaps and density matrices

## What goes wrong without it

An unrestricted Hartree–Fock (UHF) calculation fixes the numbers of spin-up and spin-down electrons. This fixes the spin component along $z$, but not the total spin. A calculation set up as a doublet can converge to a determinant with a large quartet part, and neither the electron count nor the UHF energy taken by itself reveals it. The expectation value of $\hat S^2$ does.

That value is a short expression in quantities the program already holds, but it needs the overlap matrix of the basis in two places. For an OH radical stretched to 3.0 bohr, treated below, the correct value is 1.479. Leaving out the overlap matrix gives 1.233, a plausible number. Its excess over the pure-doublet value 3/4 is 0.483 instead of 0.729, about a third too small.

## Setting and result

Take $\hbar=1$, so that spin is a pure number. The state $\Phi$ is one normalized determinant with $N_\alpha$ spin-up electrons in spatial orbitals $\varphi_i^\alpha$ and $N_\beta$ spin-down electrons in spatial orbitals $\varphi_j^\beta$. Each set is orthonormal. Orbitals of different sets may overlap, because opposite spin functions already make the spin orbitals orthogonal. Orbitals may be complex. With

$$M=\tfrac12(N_\alpha-N_\beta),$$

the result is

$$\langle \hat S^2\rangle=M(M+1)+N_\beta-\sum_{i=1}^{N_\alpha}\sum_{j=1}^{N_\beta}\left|\langle\varphi_i^\alpha|\varphi_j^\beta\rangle\right|^2. \tag{1}$$

Here $M$ carries its sign, and (1) holds for either sign. The derivation does not use the UHF equations, so (1) also holds before self-consistency, provided the orbitals are orthonormal within each spin.

## Derivation

**Reduction to a norm.** Define $\hat S_\pm=\hat S_x\pm i\hat S_y$. Multiplying out, and using $[\hat S_x,\hat S_y]=i\hat S_z$,

$$\hat S_-\hat S_+=\hat S_x^2+\hat S_y^2+i[\hat S_x,\hat S_y]=\hat S_x^2+\hat S_y^2-\hat S_z .$$

Adding $\hat S_z^2+\hat S_z$ to both sides gives

$$\hat S^2=\hat S_-\hat S_++\hat S_z(\hat S_z+1).$$

The determinant satisfies $\hat S_z\Phi=M\Phi$, and $\hat S_-$ is the adjoint of $\hat S_+$. Therefore

$$\langle\hat S^2\rangle=M(M+1)+\|\hat S_+\Phi\|^2. \tag{2}$$

**The raising operator in two orbital sets.** Let $V$ be a space of spatial orbitals that contains all occupied ones, with an orthonormal basis $\chi_p$. The raising operator turns a down spin into an up spin and leaves the spatial function alone:

$$\hat S_+=\sum_p \hat a^\dagger_{p\alpha}\hat a_{p\beta}.$$

Complete the occupied $\alpha$ orbitals to an orthonormal basis $\varphi_u^\alpha$ of $V$, and the occupied $\beta$ orbitals to another, $\varphi_v^\beta$. Let $\hat a_u^\dagger$ create an up electron in $\varphi_u^\alpha$ and $\hat b_v$ remove a down electron from $\varphi_v^\beta$. Creation operators transform like the functions they create, and annihilation operators like the complex conjugates:

$$\hat a^\dagger_{p\alpha}=\sum_u\langle\varphi_u^\alpha|\chi_p\rangle\,\hat a_u^\dagger,\qquad \hat a_{p\beta}=\sum_v\langle\chi_p|\varphi_v^\beta\rangle\,\hat b_v .$$

Insert both. The sum over $p$ is a resolution of the identity in $V$, which leaves

$$\hat S_+=\sum_{uv}\langle\varphi_u^\alpha|\varphi_v^\beta\rangle\,\hat a_u^\dagger\hat b_v .$$

**Action on the determinant.** The operator $\hat b_v$ gives zero unless $v$ is an occupied orbital $j$. The operator $\hat a_u^\dagger$ gives zero unless $u$ is an unoccupied orbital, called $a$. Hence

$$\hat S_+\Phi=\sum_{a}^{\rm virt}\sum_j^{\rm occ}\langle\varphi_a^\alpha|\varphi_j^\beta\rangle\,\hat a_a^\dagger\hat b_j\Phi .$$

Different pairs $(a,j)$ give determinants with different occupations in one orthonormal spin-orbital set. These determinants are normalized and mutually orthogonal, so there are no cross terms:

$$\|\hat S_+\Phi\|^2=\sum_{a}^{\rm virt}\sum_j^{\rm occ}\left|\langle\varphi_a^\alpha|\varphi_j^\beta\rangle\right|^2. \tag{3}$$

A down electron can be raised to the extent that its spatial orbital lies outside the space already filled by up electrons. The Pauli principle blocks the rest.

**Removal of the virtual orbitals.** Each $\varphi_j^\beta$ is normalized and lies in $V$, where the $\alpha$ orbitals are complete:

$$1=\sum_i^{\rm occ}|\langle\varphi_i^\alpha|\varphi_j^\beta\rangle|^2+\sum_a^{\rm virt}|\langle\varphi_a^\alpha|\varphi_j^\beta\rangle|^2 .$$

Solve for the second sum and add over the $N_\beta$ values of $j$. The ones add up to $N_\beta$, and (2) becomes (1).

**Two electrons.** For one up and one down electron with orbital overlap $s$, $M=0$ and (1) gives $\langle\hat S^2\rangle=1-|s|^2$. Equal orbitals give zero, a singlet. Orthogonal orbitals give 1, which is no eigenvalue $S(S+1)$. Two electrons have only $S=0$ and $S=1$, with eigenvalues 0 and 2, so the triplet weight is $(1-|s|^2)/2$ and reaches one half at zero overlap.

## Density-matrix form

Let the basis functions $\chi_\mu$ now be nonorthogonal, with overlap matrix $S_{\mu\nu}=\langle\chi_\mu|\chi_\nu\rangle$. A bold $\mathbf S$ is this matrix, and a hat marks spin operators. Collect the occupied coefficients of spin $\sigma$ as columns of $\mathbf C_\sigma$, so that

$$\varphi_i^\sigma=\sum_\mu\chi_\mu(\mathbf C_\sigma)_{\mu i},\qquad \mathbf C_\sigma^\dagger\mathbf S\mathbf C_\sigma=\mathbf 1,\qquad \mathbf P^\sigma=\mathbf C_\sigma\mathbf C_\sigma^\dagger .$$

The matrix of overlaps between the two sets is $\mathbf O=\mathbf C_\alpha^\dagger\mathbf S\mathbf C_\beta$. The sum of its squared moduli is a trace:

$$T\equiv\sum_{ij}|O_{ij}|^2=\mathrm{Tr}(\mathbf O\mathbf O^\dagger)
=\mathrm{Tr}(\mathbf C_\alpha^\dagger\mathbf S\mathbf C_\beta\mathbf C_\beta^\dagger\mathbf S\mathbf C_\alpha).$$

Moving the last factor $\mathbf C_\alpha$ to the front leaves the trace unchanged and forms $\mathbf P^\alpha$:

$$T=\mathrm{Tr}(\mathbf P^\alpha\mathbf S\mathbf P^\beta\mathbf S),\qquad
\langle\hat S^2\rangle=M(M+1)+N_\beta-\mathrm{Tr}(\mathbf P^\alpha\mathbf S\mathbf P^\beta\mathbf S). \tag{4}$$

Both factors $\mathbf S$ are needed for the result to be independent of the basis. Let new basis functions be $\chi'_\nu=\sum_\mu\chi_\mu X_{\mu\nu}$ with invertible $\mathbf X$. The same orbitals then have $\mathbf C'=\mathbf X^{-1}\mathbf C$, while $\mathbf S'=\mathbf X^\dagger\mathbf S\mathbf X$. It follows that

$$\mathbf P'\mathbf S'=\mathbf X^{-1}\mathbf P(\mathbf X^{-1})^\dagger\mathbf X^\dagger\mathbf S\mathbf X=\mathbf X^{-1}\mathbf P\mathbf S\mathbf X .$$

In the trace of a product of two such matrices, the factors $\mathbf X$ cancel. In $\mathrm{Tr}(\mathbf P^\alpha\mathbf P^\beta)$ they do not cancel in general, so that number depends on the choice of basis. It agrees with $T$ when the basis is orthonormal.

**Spin-density form.** Let $\mathbf Q=\mathbf P^\alpha-\mathbf P^\beta$. Orbital orthonormality gives

$$\mathbf P^\sigma\mathbf S\mathbf P^\sigma=\mathbf C_\sigma(\mathbf C_\sigma^\dagger\mathbf S\mathbf C_\sigma)\mathbf C_\sigma^\dagger=\mathbf P^\sigma,\qquad \mathrm{Tr}(\mathbf P^\sigma\mathbf S)=N_\sigma. \tag{5}$$

The two cross terms in the following product are equal by cyclicity, so

$$\mathrm{Tr}(\mathbf Q\mathbf S\mathbf Q\mathbf S)=N_\alpha+N_\beta-2T .$$

Solve for $T$ and insert it in (4), with $M=(N_\alpha-N_\beta)/2$ in the linear term:

$$\langle\hat S^2\rangle=M^2+\frac{N_\alpha-N_\beta}{2}+N_\beta-\frac{N_\alpha+N_\beta}{2}+\tfrac12\mathrm{Tr}(\mathbf Q\mathbf S\mathbf Q\mathbf S)
=M^2+\tfrac12\mathrm{Tr}(\mathbf Q\mathbf S\mathbf Q\mathbf S). \tag{6}$$

Exchanging the spin labels changes the signs of $M$ and $\mathbf Q$ and leaves (6) as it is. This confirms that (1) does not favour one sign of $M$.

## Size of the contamination

Take $N_\alpha\ge N_\beta$. The lowest total spin compatible with $M$ is $S=M$, and the excess over its eigenvalue is

$$\Delta=\langle\hat S^2\rangle-M(M+1)=N_\beta-T .$$

A singular value decomposition of $\mathbf O$ rotates each occupied set within itself, which leaves $\mathbf P^\alpha$ and $\mathbf P^\beta$ unchanged. After the rotation, $\beta$ orbital $k$ overlaps with one $\alpha$ partner, by the singular value $\sigma_k$. Thus

$$\Delta=\sum_{k=1}^{N_\beta}(1-\sigma_k^2),\qquad 0\le\sigma_k\le1 .$$

The upper limit on $\sigma_k$ is the Cauchy–Schwarz inequality for normalized functions. Hence $0\le\Delta\le N_\beta$. The value $\Delta=0$ requires every $\sigma_k=1$, which means that the occupied $\beta$ space lies inside the occupied $\alpha$ space. Then $\hat S_+\Phi=0$, and $\Phi$ is an eigenfunction of $\hat S^2$ with $S=M$. Restricted closed-shell and high-spin open-shell determinants are of this kind at every geometry. A vanishing $\Delta$ therefore says nothing about the error of the energy.

A small basis sets a tighter bound. If $V$ has dimension $K$, there are $K-N_\alpha$ virtual $\alpha$ orbitals. Each contributes at most 1 to (3), because the occupied $\beta$ orbitals are orthonormal. So $\Delta\le K-N_\alpha$ as well.

For $N_\alpha<N_\beta$, compare with $|M|(|M|+1)=M^2-M$. The excess is then $2M+N_\beta-T=N_\alpha-T$.

## From contamination to weights

Let $w_S$ be the weight of total spin $S$ in $\Phi$, again with $M\ge0$. Since the weights add up to 1,

$$\Delta=\sum_{S>M}w_S\,[S(S+1)-M(M+1)] .$$

The smallest bracket belongs to $S=M+1$ and equals $(M+1)(M+2)-M(M+1)=2(M+1)$. The total weight of unwanted spins is therefore at most $\Delta/[2(M+1)]$. Equality holds when $S=M+1$ is the only contaminant. With several contaminants, $\Delta$ alone does not fix the individual weights.

For a doublet contaminated by a quartet alone, the eigenvalues are 3/4 and 15/4, so

$$w_{3/2}=\frac{\langle\hat S^2\rangle-3/4}{3},\qquad \hat A=\frac{15/4-\hat S^2}{3}. \tag{7}$$

The operator $\hat A$ multiplies the quartet part by 0 and the doublet part by $(15/4-3/4)/3=1$. In this two-component case it is the doublet projector. If a sextet were present, with eigenvalue 35/4, $\hat A$ would multiply it by $-5/3$ and enlarge it. The projected state is in general not one determinant, so (1) must not be applied to it.

## Worked example: stretched OH

The OH radical was solved by UHF in the STO-3G basis at a bond length of 3.0 bohr. There are six basis functions: 1s, 2s and three 2p on oxygen, and 1s on hydrogen. The occupations are $N_\alpha=5$ and $N_\beta=4$, so $M=1/2$. The iteration started from diagonal density matrices with entries 0 and 1 in the occupation pattern of a triplet oxygen atom with its unpaired spins up and a hydrogen atom with spin down: spin up in all five oxygen functions, spin down in the oxygen 1s, 2s and one perpendicular 2p function and in the hydrogen 1s function. It converged to $-74.2844$ hartree. Whether this solution is the lowest UHF state was not examined.

The squared overlaps, with $\alpha$ orbitals as rows and $\beta$ orbitals as columns, are

$$\begin{pmatrix}
1.0000&0.0000&0.0000&0.0000\\
0.0000&0.9887&0.0102&0.0000\\
0.0000&0.0000&0.0000&0.0000\\
0.0000&0.0006&0.2719&0.0000\\
0.0000&0.0000&0.0000&1.0000
\end{pmatrix}.$$

The column sums, formed before rounding, are 1.0000, 0.9893, 0.2822 and 1.0000. Each tells how much of a $\beta$ orbital lies in the occupied $\alpha$ space. Their total, also formed before rounding, is $T=3.2714$, so

$$\Delta=4-3.2714=0.7286,\qquad \langle\hat S^2\rangle=0.7500+0.7286=1.4786 .$$

The pattern follows from symmetry. The starting density is symmetric under reflection in the two planes that contain the bond and one of the perpendicular 2p axes, and the iteration keeps this symmetry. The orbitals are then of σ type or pure 2p functions perpendicular to the bond. One perpendicular 2p function is filled with both spins and gives the entry 1 in the last column. The other holds an up electron only and gives the row of zeros. The contamination sits in the σ orbitals, almost all of it in the third $\beta$ orbital, which has 72% of its norm outside the occupied $\alpha$ space.

The singular values of $\mathbf O$ are 1, 1, 1 and 0.5210. Three of them must be 1, because there is one virtual $\alpha$ orbital $a$. Completeness gives

$$(\mathbf O^\dagger\mathbf O)_{jk}=\delta_{jk}-\langle\varphi_j^\beta|\varphi_a^\alpha\rangle\langle\varphi_a^\alpha|\varphi_k^\beta\rangle ,$$

which is the unit matrix minus a matrix of rank one. The remaining singular value carries the whole contamination: $1-0.5210^2=0.7286$.

Six orbitals hold at most six up electrons, so nine electrons have at most $M=(6-3)/2=3/2$. A multiplet of spin $S$ contains a state with $M=S$, hence $S\le3/2$ and (7) applies. The quartet weight is $0.7286/3=0.243$, and the doublet weight is 0.757.

Without the overlap matrix, $\mathrm{Tr}(\mathbf P^\alpha\mathbf P^\beta)=3.5167$. This would give $\langle\hat S^2\rangle=0.7500+4-3.5167=1.2333$ and a quartet weight of 0.161.

The same starting density at other bond lengths gives:

| $R$ (bohr) | $\langle\hat S^2\rangle$ | quartet weight |
|---:|---:|---:|
| 1.8 | 0.7529 | 0.0010 |
| 2.5 | 1.0234 | 0.0911 |
| 3.0 | 1.4786 | 0.2429 |
| 4.0 | 1.7153 | 0.3218 |
| 20.0 | 1.7500 | 0.3333 |

At 1.8 bohr the contamination is small but not zero. Exchange acts between equal spins, and the unpaired 2p electron has spin up. The up and down σ orbitals therefore obey different equations and need not span nested spaces.

The limit of large $R$ can be worked out by hand. The five up electrons fill all five oxygen functions. Three down electrons are also on oxygen, inside that space, and contribute 3 to $T$. The fourth is on hydrogen, where its overlap with the oxygen functions vanishes. So $T=3$ and $\langle\hat S^2\rangle=3/4+4-3=7/4$, the largest value allowed by $\Delta\le K-N_\alpha=1$.

Coupling the atomic spins gives the same number. Oxygen has spin 1 with component $+1$, and hydrogen has spin 1/2 with component $-1/2$. In this product state the ladder terms of $2\hat{\mathbf S}_{\rm O}\cdot\hat{\mathbf S}_{\rm H}$ have zero expectation value, so

$$\langle\hat S^2\rangle=2+\tfrac34+2(1)(-\tfrac12)=\tfrac74 .$$

The separated atoms are each in a state of definite spin, but their product is one-third quartet.

These numbers describe UHF determinants in a minimal basis. They leave out electron correlation and are not predictions for the real radical.

## Implementation and limits of validity

1. Form $\mathbf A=\mathbf P^\alpha\mathbf S$ and $\mathbf B=\mathbf P^\beta\mathbf S$. Then $T=\sum_{\mu\nu}A_{\mu\nu}B_{\nu\mu}$. The transposed index order matters, since $\mathbf A$ and $\mathbf B$ are in general not symmetric.
2. If the code stores the total density matrix $\mathbf D$ and the spin-density matrix $\mathbf Q$, use $\mathbf P^\alpha=(\mathbf D+\mathbf Q)/2$ and $\mathbf P^\beta=(\mathbf D-\mathbf Q)/2$.
3. When $\Delta$ is very small, $N_\beta-T$ subtracts nearly equal numbers. The sum of squares in (3) avoids this loss of digits. Its virtual orbitals must complete the space that contains the $\beta$ orbitals.
4. Check condition (5) before using (4) or (6).

Fractional occupations violate (5). Put half an up electron and half a down electron in one orbital. Then $M=0$, $N_\beta=1/2$ and $T=1/4$, so (4) gives 1/4, while (6) gives 0 because $\mathbf Q=0$. The two formulas disagree, and the occupations alone do not fix the true value. A single electron, whether up or down, has $S(S+1)=3/4$, while the empty and the doubly filled orbital have 0. An equal mixture of the two one-electron states therefore has $\langle\hat S^2\rangle=3/4$. Independent filling of the two spin orbitals gives each of the four states weight 1/4, so the value is 3/8. An equal mixture of the empty and the doubly filled orbital has 0. All three ensembles have the same $\mathbf P^\alpha$ and $\mathbf P^\beta$, so neither (4) nor (6) can be relied on.

For correlated states, no formula in $\mathbf P^\alpha$ and $\mathbf P^\beta$ alone can work. Two electrons in orthogonal orbitals $a$ and $b$ can form an open-shell singlet or a triplet with $M=0$. In both states each spin density matrix has occupation 1/2 in $a$ and 1/2 in $b$, yet $\langle\hat S^2\rangle$ is 0 in one and 2 in the other. The two-particle density matrix is needed to tell them apart.

Determinants whose spin orbitals mix up and down components are also excluded, since they need not be eigenfunctions of $\hat S_z$, as (2) requires. For a Kohn–Sham determinant, (4) gives the spin of the auxiliary noninteracting state, which need not equal that of the interacting electrons.
